# Localisation length of a two-dimensional channel at moderate disorder

**1. The decision and the model**

A calculation of low-temperature channel resistance must settle whether the Drude conductivity with a small quantum correction is enough, or whether localised states must be computed. The answer depends on the localisation length \(\xi\), compared with the sample length \(L\) and with the length over which electrons keep their phase. For \(k_Fl=5\), where \(k_F\) is the Fermi wavevector and \(l\) the mean free path, the estimate below gives \(\xi\approx2.6\times10^3\,l\). A modest error in \(l\) changes it greatly.

The model has non-interacting electrons of mass \(m\) in one valley, with two degenerate spin states, no spin-orbit coupling and no magnetic field. Disorder is weak and short-ranged, so scattering is isotropic. The temperature is zero. The large parameter is \(k_Fl\).

**2. Leading term**

With density \(n\), counting two spins gives \(n=2\pi k_F^2/(2\pi)^2\), so \(k_F=\sqrt{2\pi n}\). The density of states per spin is \(\nu_1=m/(2\pi\hbar^2)\). The diffusion constant is \(D=v_Fl/2\), with \(v_F=\hbar k_F/m\). The Einstein relation for two spins then gives

\[
\sigma_0=2e^2\nu_1D
=2e^2\,\frac{m}{2\pi\hbar^2}\,\frac{\hbar k_Fl}{2m}
=\frac{e^2}{h}\,k_Fl .
\]

**3. First correction**

An electron can go round a closed path in either direction. With time-reversal symmetry the two amplitudes are equal. Adding them before squaring gives twice the probability obtained by adding squares, so return is more likely and diffusion is slower. A magnetic field gives the two directions opposite phases and removes the interference on large loops.

To find the size of the effect, set \(\hbar=1\) and write \(\int_k=\int d^2k/(2\pi)^2\). Let \(\tau=l/v_F\), \(\gamma=1/(2\tau)\), and let \(\varepsilon\) be the energy measured from the Fermi level. The averaged Green functions are \(G^{R,A}=1/(-\varepsilon\pm i\gamma)\). For two spins the Kubo formula gives, at leading order,

\[
\sigma_0=\frac{e^2}{\pi}\int_k v_x^2|G|^2
=\frac{e^2}{\pi}\,\nu_1\frac{v_F^2}{2}\,2\pi\tau
=e^2\nu_1v_F^2\tau=2e^2\nu_1D ,
\]

because \(\int d\varepsilon/(\varepsilon^2+\gamma^2)=\pi/\gamma=2\pi\tau\). This fixes the normalisation used for the correction.

In the interference term, \(G^R\) and \(G^A\) visit the same scatterers in opposite orders. At each stage their momenta add to the same \(Q\). The golden rule, \(1/\tau=2\pi\nu_1u^2\), fixes the disorder strength \(u^2=1/(2\pi\nu_1\tau)\). One further scattering multiplies the sequence by

\[
\Pi(Q)=u^2\int_kG^R(k)\,G^A(Q-k).
\]

For \(Q\ll k_F\), the energy at \(Q-k\) is \(\varepsilon-a\), with \(a=v_FQ\cos\theta\). Closing the energy contour around the pole at \(\varepsilon=i\gamma\) gives

\[
\int\frac{d\varepsilon}{(\varepsilon-i\gamma)(\varepsilon-a+i\gamma)}
=\frac{2\pi i}{2i\gamma-a}
=\frac{2\pi\tau}{1+ia\tau}.
\]

Since \(u^2\nu_1=1/(2\pi\tau)\) and \(v_F\tau=l\), only an angular average remains. Its imaginary part is odd in \(\cos\theta\) and vanishes:

\[
\Pi(Q)=\left\langle\frac{1}{1+Q^2l^2\cos^2\theta}\right\rangle_\theta
=\frac{1}{\sqrt{1+Q^2l^2}}
\approx1-\frac{Q^2l^2}{2}=1-DQ^2\tau .
\]

The last step uses \(D\tau=v_F^2\tau^2/2=l^2/2\). The geometric series for repeated scattering sums to

\[
\Gamma(Q)=\frac{u^2}{1-\Pi(Q)}\approx
\frac{1}{2\pi\nu_1\tau^2DQ^2}.
\]

Sequences with few scatterings need separate treatment, but they change a finite constant and not the small-\(Q\) divergence.

The outgoing momentum is \(Q-k\approx-k\), so the product of velocities is \(-v_x^2\). Differentiating \(\int d\varepsilon/(\varepsilon^2+\gamma^2)=\pi/\gamma\) with respect to \(\gamma\) and dividing by \(-2\gamma\) gives

\[
\int\frac{d\varepsilon}{(\varepsilon^2+\gamma^2)^2}
=\frac{\pi}{2\gamma^3}=4\pi\tau^3 ,
\]

and therefore

\[
\int_kv_x^2|G|^4=\nu_1\frac{v_F^2}{2}\,4\pi\tau^3
=4\pi\nu_1D\tau^2 .
\]

Multiplying by \(\Gamma\), with the sign from the reversed velocity, gives

\[
\delta\sigma=-\frac{e^2}{\pi}\,4\pi\nu_1D\tau^2
\int_Q\frac{1}{2\pi\nu_1\tau^2DQ^2}
=-\frac{2e^2}{\pi\hbar}\int\frac{d^2Q}{(2\pi)^2}\frac1{Q^2},
\]

where \(\hbar\) has been restored. Diffusion applies between \(Q\sim1/L\) and \(Q\sim1/l\). The angular integral gives \(2\pi\), and \(e^2/\hbar=2\pi e^2/h\), so

\[
\delta\sigma=-\frac{e^2}{\pi^2\hbar}\ln\frac Ll
=-\frac2\pi\,\frac{e^2}{h}\ln\frac Ll .
\]

The coefficient \(2/\pi=0.6366\) used a wide, flat band around the Fermi level. Numerical quadrature of the velocity integral at \(k_Fl=5\), with the true band bottom and the energy-dependent velocity, gives 0.6371. That figure corrects the velocity integral \(I=\int_kv_x^2|G|^4\) but leaves \(\Gamma\) in its wide-band form. The small shift cancels when \(\Gamma\) uses the same band. Fix \(u^2\) by \(\Pi(0)=1\), expand \(G^A\) to second order in \(Q\) and integrate by parts, using \(\partial G/\partial k_x=v_xG^2\). This gives \(1-\Pi=u^2Q^2I/2\) and \(\Gamma=2/(IQ^2)\), so \(I\) drops out and the coefficient is again \(2/\pi\) for constant \(\gamma\). Higher-order interference terms are not included.

**4. Where the correction equals the leading term**

Define \(\xi\) as the length at which the sum \(\sigma_0+\delta\sigma\) extrapolates to zero:

\[
k_Fl=\frac2\pi\ln\frac\xi l
\quad\Longrightarrow\quad
\xi\approx l\,e^{\pi k_Fl/2}.
\]

Spin degeneracy doubles both terms in the balance, so it cancels from the exponent at fixed \(k_Fl\).

For \(k_Fl=5\) the exponent is 7.854 and \(\xi/l=2576\). The digits serve to follow the arithmetic; the estimate is much coarser. Write \(g=\sigma h/e^2\). The correction means \(dg/d\ln L=-2/\pi\), which is justified for \(g\gg1\), yet the extrapolation runs to \(g=0\). Stopping at \(g=1\) instead would shorten the length by \(e^{\pi/2}=4.8\). Thus a factor of several in the prefactor is beyond this calculation.

A further term \(b/g\) in \(dg/d\ln L\) would matter too. With \(a=-2/\pi\), expanding \(d\ln L=dg/(a+b/g)\) at large \(g\) gives an extra term \(-(b/a^2)\,dg/g\). Integrated down from \(g=k_Fl\), it multiplies \(\xi\) by a power of \(k_Fl\). The coefficient \(b\) is not calculated here.

Geometry also enters the prefactor. In an open square with leads on two opposite sides, the diffusion modes have \(Q=\pi(n_x,n_y)/L\), with \(n_x\ge1\) and \(n_y\ge0\). Replacing \(\int d^2Q/(2\pi)^2\) by \(L^{-2}\sum\) gives

\[
\delta\sigma=-\frac4{\pi^2}\frac{e^2}{h}
\sum_{|Q|<1/l}\frac1{n_x^2+n_y^2}.
\]

At large \(R=L/(\pi l)\) the sum tends to \((\pi/2)\ln R+c\), since the modes fill a quarter-plane with unit density. Setting \(\sigma_0+\delta\sigma=0\) gives \(\ln R=\pi k_Fl/2-2c/\pi\), or

\[
\xi=A\,l\,e^{\pi k_Fl/2},\qquad A=\pi e^{-2c/\pi}.
\]

Direct summation, using the quadrature slope 0.6371 in place of \(2/\pi\), gives \(A\approx2.1\). The constant belongs to this geometry and this sharp cutoff. Between \(k_Fl=4\) and 5 the summed \(\xi/l\) grows by 4.804, against \(e^{\pi/2}=4.810\). The small gap comes from the substituted slope, since \(e^{1/0.6371}\approx4.80\), so the exponential survives the change of geometry. With \(2/\pi\) itself, \(c=0.646\) and \(A=2.08\).

**5. Sensitivity to disorder**

At fixed density, \(\ln\xi=\ln l+\pi k_Fl/2\) gives

\[
\frac{d\ln\xi}{d\ln l}=1+\frac{\pi k_Fl}{2}=8.85 .
\]

If \(l\) is held fixed and the density varies, \(k_F\propto\sqrt n\) gives

\[
\frac{d\ln\xi}{d\ln n}=\frac12\,\frac{\pi k_Fl}{2}=3.93 .
\]

The short-range disorder of this model does not keep \(l\) fixed, however. Its scattering time is independent of density, so \(l=v_F\tau\propto\sqrt n\) and \(k_Fl\propto n\). The derivative is then \(1/2+\pi k_Fl/2=8.35\). In a real gated channel, the type of disorder and its screening decide how \(l\) changes with \(n\).

For independent weak scatterers, \(l\) is inversely proportional to their density. Ten per cent more scatterers reduce \(k_Fl\) from 5 to 4.545. The exponential falls by \(e^{(\pi/2)(0.455)}\approx2.04\) and the factor \(l\) by 1.1, so \(\xi\) falls by a factor of 2.25.

**6. A black phosphorus channel**

Take a few-layer black phosphorus hole channel, with one valley at the zone centre. Rough typical inputs are masses \(0.15m_0\) and \(1.0m_0\) along the two axes and \(n=3\times10^{12}\) cm\(^{-2}\). Then \(k_F=0.434\) nm\(^{-1}\), and imposing \(k_Fl=5\) gives

\[
l=\frac5{0.434\ \mathrm{nm^{-1}}}=11.5\ \mathrm{nm},\qquad
\xi=2576\,l\approx30\ \mu\mathrm m .
\]

At the same density, other values of \(k_Fl\) give:

| \(k_Fl\) | \(\xi/l\) | \(\xi\) (µm) |
|---:|---:|---:|
| 3 | 111 | 0.77 |
| 4 | 535 | 4.9 |
| 5 | 2576 | 30 |
| 6 | 12392 | 171 |
| 7 | 59610 | 961 |

The unequal masses are handled by rescaling. Let \(m_d=\sqrt{m_xm_y}=0.387m_0\) and \(x_i=X_i\sqrt{m_d/m_i}\). The momenta become \(p_i=P_i\sqrt{m_i/m_d}\), so each \(p_i^2/2m_i\) becomes \(P_i^2/2m_d\). Area is preserved, so the density and the short-range disorder keep their form. The isotropic result holds in the new coordinates, with \(l\) and \(\xi\) measured there. Returning to the old ones gives \(\xi_i=\xi\sqrt{m_d/m_i}\): 48 µm along the light axis and 18 µm along the heavy axis.

The mean mobility is \(e\tau/m_d=403\) cm\(^2\)/Vs, with 1041 and 156 cm\(^2\)/Vs along the light and heavy axes. Their ratio, 6.7, is the mass ratio and follows from the assumed isotropic scattering; other kinds of disorder can give a different ratio. Cleaner samples have larger \(k_Fl\). Real devices break the assumption of independent electrons. Standard theory, quoted here without derivation, multiplies the logarithmic slope by \(2+3[1-\ln(1+F)/F]\) when the sample length cuts off both logarithms; \(F\) is the spin-interaction parameter. The factor is 2 as \(F\to0\) and 1.43 for a chosen \(F=-0.3\). Dividing the exponent by it, with \(F\) held fixed, shortens the extrapolated length from 30 µm to 0.58 or 2.8 µm. These are not localisation lengths. In the same theory, also quoted, \(F\) drifts with scale as \(dF/d\ln L=-1/(\pi g)\), and the factor falls and then changes sign. Integrated from \(g=5\), the conductivity passes a minimum of about 0.9 near 0.8 µm when \(F\) starts at 0, or about 2.7 near 0.65 µm when it starts at \(-0.3\), and then rises; these equations themselves need \(g\gg1\). The 30 µm therefore describes the ideal model and is no prediction for a device. It also assumes a sample at least as wide as \(\xi\). In a strip of width \(W\), with \(l\ll W\ll\xi\), localisation becomes one-dimensional, over a length of order \(gW\) with \(g\) taken at the scale \(W\). The wavefunction amplitude decays over about \(gW/2\) and the typical conductance over about \(gW/4\). For \(W=1\) µm in the rescaled coordinates, \(g\approx2.2\) and these lengths are about 1.1 and 0.5 µm. For a real strip 1 µm wide they become about 2.4 and 1.2 µm along the light axis, and 0.5 and 0.2 µm along the heavy axis.

**7. The limit set by phase coherence**

At finite temperature the logarithm stops at the coherence length \(L_\phi=\sqrt{D\tau_\phi}\) if this is shorter than \(L\). For electron-electron dephasing in the diffusive regime, the standard estimate, also quoted, is

\[
\frac1{\tau_\phi}=\frac{k_BT}{\hbar g}\ln\frac g2 .
\]

At 4 K and \(g=5\), \(\tau_\phi=10.4\) ps. With \(D=7.47\) cm\(^2\)/s this gives \(L_\phi=88\) nm, and interference lowers the conductivity by

\[
\frac2\pi\ln\frac{88}{11.5}\approx1.3
\quad\text{in units of }e^2/h ,
\]

or 26% of the Drude value. These figures are estimates, because the dephasing formula assumes a large logarithm and here \(\ln(g/2)=0.92\). The interaction correction of section 6 comes on top. At 4 K its logarithm is cut off by temperature, and it lowers the conductivity by roughly a further 0.2 to 1.0 \(e^2/h\), depending on the exact cutoff and on \(F\), taken between \(-0.3\) and 0. The 88 nm is measured in the rescaled coordinates of section 6; it becomes 142 nm along the light axis and 55 nm along the heavy axis. For a channel much longer and wider than these lengths, this model still calls for a corrected Drude conductivity at 4 K, not a calculation of localised states. Holding \(g=5\), \(L_\phi\propto T^{-1/2}\) would reach 30 µm near 35 µK.

At 300 K the estimate does not apply: \(k_BT/E_F=1.39\), so the holes are not degenerate, and \(k_BT\tau/\hbar=3.5\), outside the diffusive regime of the dephasing formula.

In the model without interactions, two other scales intervene before \(\xi\). Reversed loops of area \(\xi^2\) differ in phase by \(2eB\xi^2/\hbar\). This reaches one half at \(B=\hbar/(4e\xi^2)=0.19\) µT, far below the Earth's field. Spin relaxation by spin-orbit coupling, taken here to act over 5 µm, breaks the assumed conservation of spin, though not time-reversal symmetry, and so changes the interference correction. The formula leaves a conductivity of \(1.13\,e^2/h\) at that length, so without interactions spin conservation fails before the extrapolation reaches zero. The 5 µm is an assumption: at this \(D\) it needs a spin lifetime of about 33 ns, while 4 ns would give 1.7 µm. With interactions no such ordering follows from the fixed-\(F\) lengths of section 6, because \(F\) changes over those scales.
